\section*{Magnetoresistance of a Resonant Level Between Identical Ferromagnetic Contacts}

\section*{Question}

A single orbital level of energy $\varepsilon$ lies between two identical ferromagnetic contacts, whose magnetizations are either parallel (P) or antiparallel (AP). Electrons keep their spin along the common magnetization axis and do not interact. The level energy is the same for both spins and in both configurations.

For one spin, each contact is a chain of sites with hopping amplitude $-J$, where $J>0$. The left contact occupies the sites $n\le -1$, the level is site $0$, and the right contact occupies $n\ge 1$. The amplitudes $-v_L$ and $-v_R$ join the level to its neighbours, with $v_L,v_R>0$. The ferromagnetism enters through these couplings: a contact couples to its majority spin with $v_M$ and to its minority spin with $v_m$. The Fermi energy is at the band centre, $E_F=0$.

The width that a contact gives to the level is $\Gamma_M=4$ meV for majority spin and $\Gamma_m=1$ meV for minority spin. Magnetoresistance is defined relative to the antiparallel conductance,
\begin{equation}
\mathrm{MR}=\frac{G_P-G_{AP}}{G_{AP}} .
\end{equation}

\begin{enumerate}
\item[(a)] Find the transmission probability for one spin, and explain what the width means.
\item[(b)] Obtain the conductance for a small bias.
\item[(c)] Calculate both conductances and the magnetoresistance for $\varepsilon=E_F$ at low temperature. Give the currents at a bias of $10\ \mu$V.
\item[(d)] Explain physically why the antiparallel conductance is smaller.
\item[(e)] The level is now moved away from the Fermi energy. How does the magnetoresistance change?
\item[(f)] State how low the temperature and bias must be for the answer to (c), and name two physical effects that would invalidate it.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Transmission and width}

Inside a chain the Schr\"odinger equation is $E\psi_n=-J(\psi_{n-1}+\psi_{n+1})$. A wave $e^{ikn}$ solves it with $E=-2J\cos k$. Its velocity, in sites per unit time, is
\begin{equation}
u=\frac{1}{\hbar}\frac{dE}{dk}=\frac{2J\sin k}{\hbar},
\end{equation}
so for $0<k<\pi$ it travels to the right. For an electron arriving from the left,
\begin{equation}
\psi_n=e^{ikn}+\rho e^{-ikn}\quad(n\le-1),\qquad
\psi_n=\tau e^{ikn}\quad(n\ge1),
\end{equation}
and the amplitude on the level is $d$.

At site $-1$ the true equation is $E\psi_{-1}=-J\psi_{-2}-v_Ld$. The wave form, continued to $n=0$, would have the value $1+\rho$ there and satisfies $E\psi_{-1}=-J\psi_{-2}-J(1+\rho)$. Subtracting the two equations, and repeating the argument at site $1$, gives
\begin{equation}
J(1+\rho)=v_Ld,\qquad J\tau=v_Rd. \label{match}
\end{equation}
The equation at the level is
\begin{equation}
(E-\varepsilon)d=-v_L(e^{-ik}+\rho e^{ik})-v_R\tau e^{ik}.
\end{equation}
From (\ref{match}), $\rho=v_Ld/J-1$, so that
\begin{equation}
e^{-ik}+\rho e^{ik}=e^{-ik}-e^{ik}+\frac{v_Ld}{J}e^{ik}
=-2i\sin k+\frac{v_Ld}{J}e^{ik}.
\end{equation}
Inserting this and $\tau=v_Rd/J$, and collecting the terms in $d$, we find
\begin{equation}
\left[E-\varepsilon+\frac{v_L^2+v_R^2}{J}e^{ik}\right]d=2iv_L\sin k. \label{level}
\end{equation}

At the Fermi energy $E=0$, hence $k=\pi/2$, $e^{ik}=i$ and $\sin k=1$. Define
\begin{equation}
\Gamma_j=\frac{2v_j^2}{J},\qquad j=L,R .
\end{equation}
Equation (\ref{level}) and $\tau=v_Rd/J$ then give
\begin{equation}
\tau=\frac{2iv_Lv_R/J}{-\varepsilon+i(\Gamma_L+\Gamma_R)/2}.
\end{equation}
The velocity is the same in both chains, so the transmission probability is $T=|\tau|^2$. Since $4v_L^2v_R^2/J^2=\Gamma_L\Gamma_R$,
\begin{equation}
T=\frac{\Gamma_L\Gamma_R}{\varepsilon^2+(\Gamma_L+\Gamma_R)^2/4}. \label{T}
\end{equation}

To see what $\Gamma_j$ means, remove the incoming wave and let an occupied level decay. The right side of (\ref{level}) is then zero. For weak coupling and $\varepsilon$ near the band centre we may set $e^{ik}\approx i$, which gives $E\approx\varepsilon-i(\Gamma_L+\Gamma_R)/2$. The amplitude varies as $e^{-iEt/\hbar}$, so the occupation probability falls as $e^{-(\Gamma_L+\Gamma_R)t/\hbar}$. Each contact therefore contributes an escape rate $\Gamma_j/\hbar$. Because $\Gamma_j\propto v_j^2$, the width ratio of four corresponds to $v_M=2v_m$.

\subsection*{(b) Conductance}

Consider one spin. In an interval $dk$ there are $dk/2\pi$ states per site, moving with velocity $u$. They arrive at the level at the rate
\begin{equation}
u\,\frac{dk}{2\pi}=\frac{1}{\hbar}\frac{dE}{dk}\frac{dk}{2\pi}=\frac{dE}{h}.
\end{equation}
The velocity has cancelled the density of states. Each scattering state is filled according to the Fermi function of the contact from which it comes. The transmission is the same from either side, since exchanging $L$ and $R$ leaves it unchanged. The magnitude of the current is therefore
\begin{equation}
I=\frac{e}{h}\sum_\sigma\int T_\sigma(E)\,[f_L(E)-f_R(E)]\,dE .
\end{equation}
If the chemical potentials differ by a small $eV$, then $f_L-f_R\approx eV(-\partial f/\partial E)$. Any change of $T_\sigma$ caused by the bias would enter the current only at order $V^2$ or higher and is dropped. Thus
\begin{equation}
G=\frac{I}{V}=\frac{e^2}{h}\sum_\sigma\int T_\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE. \label{G}
\end{equation}
At low temperature the weight $-\partial f/\partial E$, whose area is one, is concentrated at $E_F$. Then $G=(e^2/h)(T_\uparrow+T_\downarrow)$, with each $T_\sigma$ taken from (\ref{T}).

\subsection*{(c) Exact resonance}

With $\varepsilon=0$, equation (\ref{T}) becomes
\begin{equation}
T=\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}.
\end{equation}

In the parallel configuration, one spin is majority in both contacts and the other is minority in both. The two widths are equal in each case:
\begin{equation}
T_\uparrow=\frac{4\Gamma_M^2}{(2\Gamma_M)^2}=1,\qquad
T_\downarrow=\frac{4\Gamma_m^2}{(2\Gamma_m)^2}=1 .
\end{equation}
Reversing one magnetization exchanges majority and minority in that contact. Each spin then meets one wide and one narrow coupling:
\begin{equation}
T_\uparrow=T_\downarrow=\frac{4\Gamma_M\Gamma_m}{(\Gamma_M+\Gamma_m)^2}
=\frac{4\times4\times1}{5^2}=0.64 .
\end{equation}
With $e^2/h=38.740\ \mu$S,
\begin{align}
G_P&=2\times38.740\ \mu\mathrm{S}=77.48\ \mu\mathrm{S},\\
G_{AP}&=1.28\times38.740\ \mu\mathrm{S}=49.59\ \mu\mathrm{S}.
\end{align}
At $10\ \mu$V the currents are $0.775$ nA and $0.496$ nA. The magnetoresistance is
\begin{equation}
\mathrm{MR}=\frac{2-1.28}{1.28}=0.5625,
\end{equation}
or $56$ percent. Division by $G_P$ instead would give $0.72/2=36$ percent for the same two conductances, so the definition has to accompany the number.

For a general ratio $r=\Gamma_M/\Gamma_m$,
\begin{equation}
\mathrm{MR}=\frac{(\Gamma_M+\Gamma_m)^2}{4\Gamma_M\Gamma_m}-1
=\frac{(\Gamma_M-\Gamma_m)^2}{4\Gamma_M\Gamma_m}
=\frac{(r-1)^2}{4r}. \label{MR}
\end{equation}
It vanishes for $r=1$, where the contacts do not distinguish the spins. For $r\gg1$ it grows as $r/4$, because the antiparallel transmission tends to zero while the parallel transmission stays at one per spin.

The result was also tested without scattering theory, by following all electrons of a long finite chain in time after a small bias was applied. This gave $56.06$ percent, as listed in the numerical output. The calculation used a chain of finite length, a finite time and a small nonzero temperature, so it approximates the limit treated here.

\subsection*{(d) Why the antiparallel state conducts less}

At resonance (\ref{level}) reduces to $i(v_L^2+v_R^2)d/J=2iv_L$, so $d=2v_LJ/(v_L^2+v_R^2)$. The reflection amplitude is then
\begin{equation}
\rho=-1+\frac{v_Ld}{J}=-1+\frac{2v_L^2}{v_L^2+v_R^2}
=\frac{\Gamma_L-\Gamma_R}{\Gamma_L+\Gamma_R}.
\end{equation}
The term $-1$ is the reflection from the end of an uncoupled chain. The second term is the wave that the level sends back into the left contact. For equal widths the two cancel, whatever the common width is. This is why the weakly coupled minority spin conducts as well as the majority spin in the parallel state.

In the antiparallel state the cancellation is incomplete. The reflected fraction is $(3/5)^2=0.36$ for each spin, which agrees with $1-0.64$. The magnetoresistance at resonance thus comes from a mismatch between the two contacts, and not from a low transmission of minority electrons in the parallel state. This conclusion relies on identical contacts that couple to the level equally strongly. If both left widths are reduced to one tenth ($0.4$ and $0.1$ meV), the parallel state is itself mismatched, with transmission sum $2\times4\times0.1/1.1^2=0.661$, while the antiparallel sum is $0.816+0.095=0.911$. The antiparallel state then conducts more, and the magnetoresistance is about $-27$ percent.

\subsection*{(e) Level away from the Fermi energy}

For $\varepsilon\ne0$, equation (\ref{T}) gives the transmission sums
\begin{align}
S_P&=\frac{\Gamma_M^2}{\varepsilon^2+\Gamma_M^2}+\frac{\Gamma_m^2}{\varepsilon^2+\Gamma_m^2},\\
S_{AP}&=\frac{2\Gamma_M\Gamma_m}{\varepsilon^2+(\Gamma_M+\Gamma_m)^2/4},
\end{align}
and $\mathrm{MR}=S_P/S_{AP}-1$.

Near resonance, use $1/(1+x)\approx1-x$ in each fraction. With $\varepsilon$ in meV,
\begin{align}
S_P&\approx2-\varepsilon^2\left(\frac1{16}+1\right)=2\,(1-0.531\,\varepsilon^2),\\
S_{AP}&\approx1.28\left(1-\frac{\varepsilon^2}{6.25}\right)=1.28\,(1-0.160\,\varepsilon^2).
\end{align}
The parallel conductance falls faster, because its minority channel has the narrowest resonance. The magnetoresistance therefore decreases at first:
\begin{equation}
1+\mathrm{MR}\approx1.5625\,(1-0.371\,\varepsilon^2). \label{small}
\end{equation}
This expansion needs $\varepsilon\ll\Gamma_m$: at $\varepsilon=1$ meV it would give about $-2$ percent, against $30.6$ percent from the full expressions. At $\varepsilon=2$ meV the full expressions give
\begin{equation}
S_P=\frac{16}{20}+\frac15=1.00,\qquad S_{AP}=\frac{8}{4+6.25}=0.780,
\end{equation}
hence $\mathrm{MR}=28$ percent, half the resonant value.

Far from resonance, $\varepsilon^2$ dominates every denominator. Then $S_P\to(\Gamma_M^2+\Gamma_m^2)/\varepsilon^2$ and $S_{AP}\to2\Gamma_M\Gamma_m/\varepsilon^2$, so
\begin{equation}
\mathrm{MR}\to\frac{(\Gamma_M-\Gamma_m)^2}{2\Gamma_M\Gamma_m}=\frac98=112.5\ \text{percent}.
\end{equation}
This is twice (\ref{MR}). Here the transmission is proportional to the product of the widths, and the parallel minority channel is weak. The calculated values show the fall and the later rise:
\begin{center}
\begin{tabular}{cc}
$\varepsilon$ (meV) & MR (percent)\\
0 & 56.3\\
1 & 30.6\\
2 & 28.1\\
4 & 55.4\\
10 & 96.3\\
100 & 112.3
\end{tabular}
\end{center}
A detuning equal to the minority width already removes almost half of the resonant magnetoresistance.

\subsection*{(f) Conditions}

Temperature samples energies on both sides of the level. Let $J$ be much larger than the widths and $k_BT$, so that the widths are constant over the sampled energies. The distance from resonance in (\ref{T}) is then $E-\varepsilon$ in place of $\varepsilon$. For $\varepsilon=0$ and small $k_BT$, the average in (\ref{G}) replaces $\varepsilon^2$ in the expansions of part (e) by
\begin{equation}
\int E^2\left(-\frac{\partial f}{\partial E}\right)dE=\frac{\pi^2}{3}(k_BT)^2 .
\end{equation}
The correction is small when $k_BT\ll\Gamma_m$, the narrowest width. At $0.1$ K, $k_BT=0.0086$ meV, and (\ref{small}) predicts a loss of
\begin{equation}
1.5625\times0.371\times3.29\times(0.0086)^2\approx1.4\times10^{-4},
\end{equation}
or about $0.01$ percentage points. The full thermal average is $56.24$ percent, in agreement. At $4$ K, $k_BT=0.345$ meV is no longer small compared with $1$ meV, and the full average is $46.8$ percent.

The bias must likewise satisfy $eV\ll\Gamma_m$. At $10\ \mu$V, $eV=0.01$ meV, which is one hundredth of $\Gamma_m$.

Two effects outside the model can invalidate the answer. First, the contacts may split the level into different energies for the two spins. At least one spin is then off resonance, and the splitting may differ between the two configurations. This matters when the splitting is not small compared with $\Gamma_m$. Second, Coulomb repulsion on the level makes the energy for one spin depend on the occupation by the other. If the repulsion is not small compared with $\Gamma_m$, using (\ref{T}) with the fixed level energy $\varepsilon=E_F$ is no longer justified.

\section*{Computed results}
\begin{verbatim}
majority width per contact: 4.0 meV
minority width per contact: 1.0 meV
width ratio r: 4.0 (no unit)
width polarization P: 0.60 (no unit)
parallel, majority transmission: 1.0000
parallel, minority transmission: 1.0000
antiparallel transmission per spin: 0.6400
antiparallel reflection per spin: 0.3600
parallel transmission sum: 2.0000
antiparallel transmission sum: 1.2800
e^2/h: 38.740 microsiemens
parallel conductance: 77.48 microsiemens
antiparallel conductance: 49.59 microsiemens
bias: 10.0 microvolt
parallel current: 0.775 nA
antiparallel current: 0.496 nA
magnetoresistance, divided by G_AP: 56.25 percent
same difference, divided by G_P: 36.00 percent
magnetoresistance at detuning 1 meV: 30.61 percent
magnetoresistance at detuning 2 meV: 28.12 percent
magnetoresistance at detuning 4 meV: 55.42 percent
magnetoresistance at detuning 10 meV: 96.34 percent
magnetoresistance at detuning 100 meV: 112.31 percent
far-detuned limit: 112.50 percent
thermal energy at 0.1 K: 0.0086 meV
magnetoresistance at 0.1 K, level at Fermi energy: 56.24 percent
thermal energy at 4.0 K: 0.3447 meV
magnetoresistance at 4.0 K, level at Fermi energy: 46.76 percent
decay test, measured rate / (width/hbar): 1.0050
time evolution, resonance, parallel sum: 1.9957
time evolution, resonance, antiparallel sum: 1.2788
time evolution, resonance, magnetoresistance: 56.06 percent
time evolution, level detuned by twice the minority width: 28.43 percent
\end{verbatim}
